# Power-law delayed-fracture lifetime of a brittle low-k dielectric, part 1

(Sections cited here and not found follow in the second part.)

## The growth law and its integral

In a model of a brittle dielectric held at a constant tensile stress of 150 MPa, a long, slit-shaped crack of half-length 100 nm takes 92 days to reach the half-length of 362 nm at which it runs away. Half of those 92 days pass while the half-length grows by its first 3.7 nm. The last 181 nm, half of the critical length, take about 100 seconds. The crack is slow for nearly all of its life because its speed depends very steeply on its length, and the same steepness makes the lifetime a power law in the size of the initial flaw.

The growth law is

$$
\frac{da}{dt}=v(a)=v_0\left(\frac{a}{a_c}\right)^n ,\qquad v_0>0,\quad n>1 .
$$

Here $a$ is the half-length of the crack, $a_c$ is the half-length at which it becomes unstable, and $v_0$ is the speed that the law gives when extended to $a_c$. The initial half-length $a_0$ lies between zero and $a_c$. Growth below $a_c$ is called subcritical: the load alone cannot drive the crack forward rapidly, but strained bonds at the tip break one after another with the help of thermal agitation and of water from the surroundings. The quantities $v_0$ and $n$ summarize this chemistry at one temperature and one humidity. Both are taken as constant in time, and so is the load.

The use of $a/a_c$ as the variable rests on fracture mechanics. Take a slit of width $2a$ in a homogeneous, isotropic, linearly elastic body much larger than the slit. The slit occupies $|x|<a$ on the line $y=0$, extends indefinitely along the third direction, and is pulled open by a remote stress $\sigma$ along $y$. Strain along the third direction vanishes, which is the condition of plane strain. In a film, $x$ runs through the thickness and $y$ lies in the plane of the film.

Write $z=x+iy$ and let $Z(z)$ be an analytic function. The stresses

$$
\sigma_{yy}=\operatorname{Re}Z+y\operatorname{Im}Z',\quad
\sigma_{xx}=\operatorname{Re}Z-y\operatorname{Im}Z',\quad
\sigma_{xy}=-y\operatorname{Re}Z'
$$

satisfy the equations of equilibrium. To see this, use $\partial_y\operatorname{Re}Z=-\operatorname{Im}Z'$ and $\partial_y\operatorname{Im}Z=\operatorname{Re}Z'$, which hold for any analytic function. Then $\partial_x\sigma_{xx}+\partial_y\sigma_{xy}$ is $\operatorname{Re}Z'-y\operatorname{Im}Z''-\operatorname{Re}Z'+y\operatorname{Im}Z''=0$. Likewise $\partial_x\sigma_{xy}+\partial_y\sigma_{yy}$ is $-y\operatorname{Re}Z''-\operatorname{Im}Z'+\operatorname{Im}Z'+y\operatorname{Re}Z''=0$. The sum $\sigma_{xx}+\sigma_{yy}=2\operatorname{Re}Z$ is harmonic, as compatibility of the strains requires. For the slit, choose

$$
Z=\frac{\sigma z}{\sqrt{z^2-a^2}} .
$$

On the crack faces $Z$ is imaginary and $y=0$, so both $\sigma_{yy}$ and $\sigma_{xy}$ vanish there, as they must on a free surface. Far away $Z\to\sigma$, which describes equal tension along $x$ and $y$. A uniform stress $-\sigma$ along $x$ removes the unwanted tension. It puts no traction on the slit and does not open it.

Just ahead of the tip, at $x=a+r$ with $r\ll a$, one has $x^2-a^2\approx 2ar$, and therefore

$$
\sigma_{yy}\approx\sigma\sqrt{\frac{a}{2r}}=\frac{K}{\sqrt{2\pi r}},\qquad K=\sigma\sqrt{\pi a}.
$$

The stress intensity $K$ measures the strength of the field around the tip.

The opening of the crack gives the energy available for growth. With Young modulus $E$ and Poisson ratio $\nu$, define $E'=E/(1-\nu^2)$ and $\nu'=\nu/(1-\nu)$. In plane strain, $E'\partial_yu_y=\sigma_{yy}-\nu'\sigma_{xx}$, which becomes

$$
E'\partial_yu_y=(1-\nu')\operatorname{Re}Z+(1+\nu')\,y\operatorname{Im}Z'.
$$

If $\hat Z$ is the function whose derivative is $Z$, this is solved by

$$
E'u_y=2\operatorname{Im}\hat Z-(1+\nu')\,y\operatorname{Re}Z ,
$$

because the $y$ derivative of the right side is $2\operatorname{Re}Z-(1+\nu')\operatorname{Re}Z+(1+\nu')y\operatorname{Im}Z'$. The companion displacement is $E'u_x=(1-\nu')\operatorname{Re}\hat Z-(1+\nu')y\operatorname{Im}Z$. Its $x$ derivative is $\sigma_{xx}-\nu'\sigma_{yy}$, and the two displacements together give the shear strain $2(1+\nu')\sigma_{xy}/E'$, so all strains are consistent. Here $\hat Z=\sigma\sqrt{z^2-a^2}$. On the upper face it equals $i\sigma\sqrt{a^2-x^2}$, so that $u_y=2\sigma\sqrt{a^2-x^2}/E'$. The lower face moves by the same amount the other way, and the opening is

$$
\delta(x)=\frac{4\sigma}{E'}\sqrt{a^2-x^2}.
$$

Imagine now that the cut is made while tractions $\sigma$ hold its faces together, so that nothing moves. When the tractions are slowly reduced to zero, the opening grows in proportion to their reduction. The body then does the work $\tfrac12\sigma\delta$ per unit area on whatever holds the faces, and the potential energy of the body and its load falls by the same amount. Per unit length of crack front the energy released is

$$
U=\frac{\sigma}{2}\int_{-a}^{a}\delta\,dx=\frac{\sigma}{2}\,\frac{4\sigma}{E'}\,\frac{\pi a^2}{2}=\frac{\pi\sigma^2a^2}{E'} .
$$

When $a$ increases by $da$, both tips advance by $da$. The energy release rate for each tip is therefore

$$
G=\frac12\frac{dU}{da}=\frac{\pi\sigma^2a}{E'}=\frac{K^2}{E'} .
$$

Rapid fracture begins when $G$ reaches a critical value $G_c$, the energy needed to create a unit area of crack rapidly. Setting $G=G_c$ gives

$$
a_c=\frac{E'G_c}{\pi\sigma^2},\qquad
\frac{a}{a_c}=\frac{G}{G_c}=\left(\frac{K}{K_c}\right)^2,\qquad K_c=\sqrt{E'G_c}.
$$

Beyond $a_c$, at constant stress, $G$ exceeds $G_c$ by a growing amount, and the surplus can go into motion of the material. This is why $a_c$ marks an instability. The relation also translates exponents: a law $v=v_0(K/K_c)^N$ is the law in $a$ with $n=N/2$. The value $v_0$ belongs to the material at $K=K_c$ and does not change when the stress changes, whereas $a_c$ does.

The speed is positive everywhere between $a_0$ and $a_c$, so each length is passed once and the equation can be separated:

$$
dt=\frac{da}{v(a)}=\frac{a_c^n}{v_0}\,a^{-n}\,da .
$$

Let the half-length be $a_0$ at time zero. Since $n\ne1$, an antiderivative of $a^{-n}$ is $a^{1-n}/(1-n)$, and the time at which the half-length is $a$ is

$$
t(a)=\frac{a_c^n}{v_0}\,\frac{a^{1-n}-a_0^{1-n}}{1-n}
=\frac{a_c^n}{v_0(n-1)}\left(a_0^{1-n}-a^{1-n}\right).
$$

In the second form numerator and denominator have both changed sign, so that each is positive for $n>1$. The subcritical lifetime $t_f$ is the value at $a=a_c$. Taking out the factor $a_c^{1-n}$ and using $a_c^na_c^{1-n}=a_c$ gives

$$
t_f=\frac{a_c}{v_0(n-1)}\left[\left(\frac{a_c}{a_0}\right)^{n-1}-1\right].
$$

As a small case, $n=3$ and $a_c/a_0=4$ give $t_f=(16-1)/2=7.5$ in units of $a_c/v_0$. A crack that kept the speed $v_0$ over the whole distance would need 0.75 of these units.

When the initial flaw is nearly critical, write $a_0=a_c(1-\epsilon)$ with $n\epsilon\ll1$. Then $(1-\epsilon)^{-(n-1)}\approx1+(n-1)\epsilon$, and $t_f\approx\epsilon a_c/v_0=(a_c-a_0)/v_0$. This is distance divided by speed, because the speed hardly changes on the way. In the opposite regime, $(a_c/a_0)^{n-1}\gg1$, the one in the bracket can be dropped:

$$
t_f\approx\frac{a_c^n}{v_0(n-1)}\,a_0^{-(n-1)} .
$$

This is the power law in the initial flaw size. Halving the flaw multiplies the life by $2^{n-1}$ when $a_c$, $v_0$ and $n$ are held fixed.

The role of the condition $n>1$ appears when the life is divided into successive doublings of the crack. The time to grow from $a$ to $2a$ is

$$
T(a)=\frac{a_c^n}{v_0(n-1)}\,a^{1-n}\left(1-2^{1-n}\right),
\qquad \frac{T(2a)}{T(a)}=2^{1-n}.
$$

For $n>1$ each doubling is quicker than the one before it, and the earliest stage weighs most. The integral for $t_f$ is equally valid for $n<1$, but then each doubling takes longer than the last. As $a_0\to0$ the life for $n<1$ approaches the finite value $a_c/[v_0(1-n)]$, and small flaws no longer give a power law. At $n=1$ all doublings take equal times. Writing $(a_c/a_0)^{n-1}=1+(n-1)\ln(a_c/a_0)+\dots$ gives the limit

$$
t_f\to\frac{a_c}{v_0}\ln\frac{a_c}{a_0}\qquad(n\to1).
$$

For $n\ge1$ the life grows without bound as $a_0\to0$. The law describes the growth of an existing crack and says nothing about how one is created, so this divergence is not a prediction for a perfect material.

The early stage can be described without reference to $a_c$. Let $v_i=v_0(a_0/a_c)^n$ be the initial speed. Since $a_c^na_0^{1-n}/v_0=a_0/v_i$, the elapsed time becomes

$$
t(a)=\frac{a_0}{(n-1)v_i}\left[1-\left(\frac{a}{a_0}\right)^{1-n}\right],
$$

and solving for $a$ gives the trajectory

$$
a(t)=a_0\left[1-\frac{(n-1)v_it}{a_0}\right]^{-1/(n-1)} .
$$

The bracket reaches zero at $t_\infty=a_0/[(n-1)v_i]$, where the formula would give an infinite crack. The subcritical law has ended before that, because

$$
t_f=t_\infty\left[1-\left(\frac{a_0}{a_c}\right)^{n-1}\right],\qquad
t_\infty-t_f=\frac{a_c}{(n-1)v_0}.
$$

The second relation follows from $t_\infty(a_0/a_c)^{n-1}=a_c/[(n-1)v_0]$. For a flaw well below critical, the life is thus nearly $t_\infty$. It equals the time that the crack would need to cover the short distance $a_0/(n-1)$ at its initial speed.

The half-length $a_h$ at half of the life follows from $t(a_h)=t_f/2$. With the common factor $t_\infty$ removed,

$$
1-\left(\frac{a_h}{a_0}\right)^{1-n}=\frac12\left[1-\left(\frac{a_0}{a_c}\right)^{n-1}\right],
$$

and hence

$$
\left(\frac{a_h}{a_0}\right)^{1-n}=\frac12\left[1+\left(\frac{a_0}{a_c}\right)^{n-1}\right].
$$

When the last term is negligible, $a_h=2^{1/(n-1)}a_0$. For $n=20$ this is $2^{1/19}a_0=1.037\,a_0$, the growth of 3.7 nm from 100 nm noted at the start. In the same regime, nine tenths of the life have passed at $10^{1/19}a_0=1.13\,a_0$, and 99 percent at $100^{1/19}a_0=1.27\,a_0$. An inspection that can detect only a doubling of the crack would, in this model, give almost no warning.

The equation of motion also covers a stress $\sigma(t)$ that varies slowly enough for the static field to follow it. Substituting $a_c=E'G_c/(\pi\sigma^2)$ into the growth law and separating gives

$$
\frac{a_0^{1-n}-a^{1-n}}{n-1}=v_0\left(\frac{\pi}{E'G_c}\right)^n\int_0^t\sigma(t')^{2n}\,dt' .
$$

Failure comes when $a$ reaches the critical length for the stress acting at that moment. If the stress is either $\sigma$ or zero, if no healing occurs at zero stress, and if switching does no damage of its own, only the time under load counts. A part loaded for one tenth of the time, in cycles much shorter than the life, then lasts ten times as long. With a large $n$, brief periods of high stress can outweigh long periods of moderate stress, so an average stress is a poor substitute for the integral.

The growth law has now given the subcritical lifetime, which for $n>1$ and flaws well below critical is a power law in the initial flaw size, with most of the life spent close to the initial length. What remains is to work through the example of a low-k stack and to examine how far its predicted life can be trusted.
